# Carbon-13 shift of a T1u carbonyl stretch in chromium hexacarbonyl

Chromium hexacarbonyl has six equivalent CO ligands at the corners of an octahedron. One carbon-12 atom, in the ligand on the $+z$ axis, is replaced by carbon-13. This question concerns what happens to the CO stretching vibrations.

**Model.** Each CO bond is a harmonic oscillator with stretch $r_i$, where $i=x,\bar x,y,\bar y,z,\bar z$ and the bar marks the negative axis. The bonds interact through the potential energy

$$V=\tfrac12 k\sum_i r_i^2+k_{\rm cis}\sum_{\rm cis\ pairs}r_ir_j+k_{\rm trans}\sum_{\rm trans\ pairs}r_ir_j .$$

Metal–carbon stretching and anharmonicity are neglected until part (g), and bending is neglected throughout. Different CO groups share no atom, so the kinetic energy is $\tfrac12\sum_i\mu_i\dot r_i^2$, with $\mu_i$ the reduced mass of group $i$. Isotopic substitution changes masses but not force constants.

**Data.** The unlabelled molecule has $\nu_T=2000$, $\nu_E=2025$ and $\nu_A=2120$ cm$^{-1}$ for the $T_{1u}$, $E_g$ and $A_{1g}$ stretches. These are rough, rounded values. The reduced masses are $\mu_{12}=6.85621$ u for $^{12}$CO and $\mu_{13}=7.17241$ u for $^{13}$CO. The speed of light is written $c_0$.

## (a) The unlabelled molecule

**Question.** Find the force constant of each symmetry species, and hence $k$, $k_{\rm cis}$ and $k_{\rm trans}$.

**Answer.** Write $V=\tfrac12 r^{\rm T}Fr$. The matrix $F$ has $k$ on its diagonal, $k_{\rm trans}$ between opposite ligands and $k_{\rm cis}$ between neighbours. Consider the normalized coordinates

$$S_T=\frac{r_z-r_{\bar z}}{\sqrt2},\qquad S_A=\frac{r_x+r_{\bar x}+r_y+r_{\bar y}+r_z+r_{\bar z}}{\sqrt6},$$

$$S_E=\frac{2r_z+2r_{\bar z}-r_x-r_{\bar x}-r_y-r_{\bar y}}{\sqrt{12}} .$$

Let $F$ act on the coefficients of each.

- For $S_T$, proportional to $(1,-1)$ on $(z,\bar z)$, the $z$ entry becomes $k-k_{\rm trans}$. Each equatorial entry is $k_{\rm cis}(1-1)=0$.
- For $S_A$, every entry becomes $k+k_{\rm trans}+4k_{\rm cis}$.
- For $S_E$, the $z$ entry 2 becomes $2k+2k_{\rm trans}-4k_{\rm cis}$. An equatorial entry $-1$ becomes $-k-k_{\rm trans}+k_{\rm cis}(2+2-1-1)$. Both are the original entry times the same factor.

These are therefore eigenvectors of $F$, with eigenvalues

$$f_T=k-k_{\rm trans},\quad f_E=k+k_{\rm trans}-2k_{\rm cis},\quad f_A=k+k_{\rm trans}+4k_{\rm cis}.$$

Since all reduced masses are equal here, $f_a=\mu_{12}(2\pi c_0\nu_a)^2$. Subtracting $f_E$ from $f_A$, and then eliminating $k_{\rm cis}$, gives

$$k_{\rm cis}=\frac{f_A-f_E}{6},\qquad k+k_{\rm trans}=\frac{f_A+2f_E}{3}.$$

Half the sum and half the difference of $k+k_{\rm trans}$ and $f_T$ give $k$ and $k_{\rm trans}$. With the data, $k=1662.66$, $k_{\rm cis}=26.51$ and $k_{\rm trans}=46.84$ N/m. As a check, $f_T=1615.82$ and $f_A=1815.54$ N/m, whose ratio 1.1236 equals $(2120/2000)^2$.

## (b) The labelled molecule

**Question.** Show which symmetry coordinates are affected by the label, and derive a symmetric matrix whose eigenvalues are the squares of their new wavenumbers.

**Answer.** The equations of motion are $\mu_i\ddot r_i=-\sum_jF_{ij}r_j$. With $G={\rm diag}(1/\mu_i)$ and motion at angular frequency $\omega$,

$$GFr=\omega^2r .$$

All $f_a$ are positive, so $F$ has a positive square root. Setting $y=F^{1/2}r$ and multiplying from the left by $F^{1/2}$ gives the symmetric problem

$$F^{1/2}GF^{1/2}y=\omega^2y .$$

Define

$$\epsilon=1-\frac{\mu_{12}}{\mu_{13}}=1-\frac{6.85621}{7.17241}=0.044086 .$$

Then $1/\mu_{13}=(1-\epsilon)/\mu_{12}$, and the label changes one diagonal element of $G$:

$$G=\frac1{\mu_{12}}\left(1-\epsilon\,e_ze_z^{\rm T}\right),$$

where $e_z$ is the unit vector for the stretch $r_z$. Let $u_a$ be the coefficient vector of $S_a$ and $c_a=e_z^{\rm T}u_a$ its amplitude on the labelled ligand. Because $F^{1/2}u_a=\sqrt{f_a}\,u_a$,

$$u_a^{\rm T}F^{1/2}GF^{1/2}u_b=\frac1{\mu_{12}}\left(f_a\delta_{ab}-\epsilon\,c_ac_b\sqrt{f_af_b}\right).$$

Dividing by $(2\pi c_0)^2$ and using $f_a/\mu_{12}=(2\pi c_0\nu_a)^2$ yields

$$H_{ab}=\nu_a^2\delta_{ab}-\epsilon\,c_ac_b\,\nu_a\nu_b. \qquad (1)$$

The three coordinates of part (a) have

$$c_T^2=\tfrac12,\qquad c_E^2=\tfrac4{12}=\tfrac13,\qquad c_A^2=\tfrac16 .$$

These add to 1, so the three coordinates together contain the whole of $r_z$. The remaining three are $(r_x-r_{\bar x})/\sqrt2$, $(r_y-r_{\bar y})/\sqrt2$ and $(r_x+r_{\bar x}-r_y-r_{\bar y})/2$. They have $c_a=0$, so by (1) they neither shift nor mix, whatever the size of $\epsilon$. In this model two $T_{1u}$ components stay at 2000 cm$^{-1}$ and one $E_g$ component stays at 2025 cm$^{-1}$.

For the three affected coordinates, in the order $T,E,A$ and in cm$^{-2}$,

$$H=\begin{pmatrix}3911828&-72892&-53960\\-72892&4040365&-44609\\-53960&-44609&4461377\end{pmatrix}.$$

## (c) First order

**Question.** Find the shifts of the three $T_{1u}$ components to first order in $\epsilon$, and interpret the result.

**Answer.** The $T_{1u}$ level is threefold degenerate, so the perturbation must first be diagonalized within it. With the components along $x$, $y$ and $z$ it is already diagonal, because only the $z$ component has an amplitude on the labelled ligand. Its single non-zero element is $-\epsilon c_T^2\nu_T^2=-\epsilon\nu_T^2/2$. To first order $\delta(\nu^2)=2\nu_T\,\delta\nu$, so

$$\delta\nu^{(1)}=-\frac{\epsilon\nu_T}{4}=-\frac{0.044086\times2000}{4}=-22.04\ {\rm cm}^{-1}. \qquad (2)$$

The other two shifts are zero. The first-order position of the lowered component is 1977.96 cm$^{-1}$.

One factor $\tfrac12$ in (2) comes from the square root that connects $\nu$ to $\nu^2$. The other is $c_T^2$: the $z$ component shares its motion equally between the labelled bond and the opposite one, so it feels half of the mass change.

Keeping the diagonal element $H_{TT}$ but taking its square root without expansion gives $\nu_T(\sqrt{1-\epsilon/2}-1)=-22.17$ cm$^{-1}$. This is the proper reference for the effect of mixing at finite $\epsilon$, since it contains everything except the off-diagonal elements.

## (d) Second order

**Question.** Find the shift through second order in $\epsilon$. Is the expansion reliable for these data?

**Answer.** Second-order perturbation theory for the eigenvalue $\Lambda=\nu^2$ gives

$$\Lambda\simeq\nu_T^2-\frac{\epsilon\nu_T^2}{2}+\sum_{a=E,A}\frac{H_{Ta}^2}{\nu_T^2-\nu_a^2},\qquad H_{Ta}^2=\tfrac12\epsilon^2c_a^2\nu_T^2\nu_a^2 .$$

Hence $\Lambda=\nu_T^2(1+s)$ with

$$s=-\frac\epsilon2-\frac{\epsilon^2}{2}\sum_{a=E,A}\frac{c_a^2\nu_a^2}{\nu_a^2-\nu_T^2}.$$

Now $\nu=\nu_T(1+s/2-s^2/8+\dots)$, and to second order $s^2=\epsilon^2/4$. Therefore

$$\delta\nu\simeq-\frac{\epsilon\nu_T}{4}-\frac{\epsilon^2\nu_T}{4}\sum_{a=E,A}\frac{c_a^2\nu_a^2}{\nu_a^2-\nu_T^2}-\frac{\epsilon^2\nu_T}{32}. \qquad (3)$$

Each mixing term is negative when species $a$ lies above $T_{1u}$. For $E_g$,

$$-\frac{(0.044086)^2\times2000}{4}\times\frac13\times\frac{2025^2}{2025^2-2000^2}=-13.20\ {\rm cm}^{-1}.$$

The same expression with $c_A^2=\tfrac16$ and $\nu_A=2120$ cm$^{-1}$ gives $-1.47$ cm$^{-1}$. The last term of (3) is $-0.12$ cm$^{-1}$. The total is $-36.84$ cm$^{-1}$.

The sign is right, but the magnitude cannot be trusted. The expansion requires $|H_{TE}|\ll\nu_E^2-\nu_T^2$, whereas here the ratio is $72892/100625=0.72$. The $E_g$ level is too close for a small-mixing treatment.

The coefficient itself is correct. A normal-mode calculation in Cartesian coordinates, with one thousandth of the actual change in inverse carbon mass, gave a second-order coefficient 0.9999 times that of (3). The failure lies in using the series at the full mass change, and higher orders do not cure it. If $\epsilon$ is allowed to be complex, the $T_{1u}$ and $E_g$ roots coincide at a modulus of about 0.68 times the actual $\epsilon$. The power series converges only inside that radius, so it diverges for the real substitution.

## (e) Mixing without an expansion

**Question.** Prove that mixing lowers the $T_{1u}$ component for the given ordering of levels, without assuming that the mixing is small. Calculate its position and describe the resulting motion.

**Answer.** The lowest eigenvalue of a symmetric matrix is the minimum of $x^{\rm T}Hx$ over unit vectors $x$. The choice $x=(1,0,0)$ gives $H_{TT}$, so the minimum cannot exceed $H_{TT}$. It is strictly lower, because $(1,0,0)$ is not an eigenvector when the off-diagonal elements are non-zero. Admitting first $E_g$ and then $A_{1g}$ enlarges the set of trial vectors, so neither step can raise the minimum.

It remains to show that this lowest root descends from $T_{1u}$. Let $v_a=c_a\nu_a$. The eigenvalue equation for (1) is

$$(\nu_a^2-\Lambda)x_a=\epsilon v_a\sigma,\qquad \sigma=\sum_bv_bx_b. \qquad (4)$$

If $\sigma$ were zero, then, the $\nu_a$ being distinct, only one $x_a$ could be non-zero. That would make $\sigma=v_ax_a\neq0$, a contradiction. So $\sigma\ne0$, and (4) then excludes $\Lambda=\nu_a^2$. Dividing by $\nu_a^2-\Lambda$, multiplying by $v_a$, summing over $a$ and cancelling $\sigma$ gives

$$1=\epsilon\sum_{a=T,E,A}\frac{c_a^2\nu_a^2}{\nu_a^2-\Lambda}. \qquad (5)$$

Between its poles the right side increases with $\Lambda$. At $\Lambda=0$ it equals $\epsilon\sum_ac_a^2=\epsilon<1$, and it tends to $+\infty$ as $\Lambda$ approaches $\nu_T^2$ from below. One root therefore lies below $\nu_T^2$. In each of the two higher intervals the right side runs from $-\infty$ to $+\infty$, which gives one root in each. The roots thus remain separate for $0<\epsilon<1$. As $\epsilon$ goes continuously to zero, the lowest one must go to the lowest parent level, $\nu_T^2$.

With $E_g$ alone, the $2\times2$ block gives

$$\Lambda=\frac{H_{TT}+H_{EE}}2-\sqrt{\left(\frac{H_{EE}-H_{TT}}2\right)^2+H_{TE}^2}$$

$$=3976097-\sqrt{64268^2+72892^2}\simeq3878918\ {\rm cm}^{-2}.$$

Its square root lies 30.50 cm$^{-1}$ below $\nu_T$. With $A_{1g}$ alone the shift is $-23.49$ cm$^{-1}$. Diagonalizing the full matrix gives

$$\nu=1967.53\ {\rm cm}^{-1},\qquad \delta\nu=-32.47\ {\rm cm}^{-1}.$$

Substitution in (5) confirms the root: the three terms of the sum are 15.52, 5.96 and 1.20, and $0.044086\times22.68=1.000$.

Mixing thus adds $-10.31$ cm$^{-1}$ to the diagonal shift of $-22.17$ cm$^{-1}$. Most of this comes from $E_g$, which is nearer and has the larger amplitude on the labelled ligand. The other two roots are 2018.03 and 2114.23 cm$^{-1}$, each in the interval that (5) requires. The Cartesian calculation with the full mass change reproduces all three roots and the three unshifted levels.

The motion follows from (4): $x_a\propto c_a\nu_a/(\nu_a^2-\Lambda)$. For the lowest root every denominator is positive, so with all $c_a>0$ the three contributions have the same sign. On the labelled bond they add. On the opposite bond the $T_{1u}$ contribution has the reverse sign and is partly cancelled. Mixing therefore concentrates the vibration on the heavier group, which is why the wavenumber falls. Since $V=\tfrac12y^{\rm T}y$, the squares $x_a^2$ of the normalized vector are shares of the potential energy: 0.812 for $T_{1u}$, 0.175 for $E_g$ and 0.013 for $A_{1g}$.

## (f) Order of the levels and a limiting case

**Question.** What would mixing do if $E_g$ and $A_{1g}$ lay below $T_{1u}$? What happens if the ligands do not interact?

**Answer.** If $T_{1u}$ is the highest parent level, its affected component becomes the highest root of $H$. The highest eigenvalue is the maximum of $x^{\rm T}Hx$ and must exceed $H_{TT}$, so mixing raises the component. For invented levels $\nu_T=2000$, $\nu_E=1960$ and $\nu_A=1950$ cm$^{-1}$, its shift is $-12.87$ cm$^{-1}$ instead of the unmixed $-22.17$ cm$^{-1}$. It still falls relative to the parent, but by less. The further lowering in part (e) is thus a consequence of the level order as well as of the heavier mass.

If the ligands do not interact, $k_{\rm cis}=k_{\rm trans}=0$ and all $\nu_a$ equal a common $\nu_0$. The matrix (1) becomes $\nu_0^2(\delta_{ab}-\epsilon c_ac_b)$. Since $\sum_ac_a^2=1$, the vector with components $c_a$ has eigenvalue $\nu_0^2(1-\epsilon)$. This is the vibration of the labelled bond alone. For $\nu_0=2000$ cm$^{-1}$ the shift is

$$2000\left(\sqrt{1-0.044086}-1\right)=-44.58\ {\rm cm}^{-1}.$$

The shift found in part (e) lies between this localized limit and the unmixed value. Bringing $E_g$ closer to $T_{1u}$ moves the shift towards the localized limit. With $\nu_T$ and $\nu_A$ held fixed, the shift is $-34.48$ cm$^{-1}$ for $\nu_E=2015$ cm$^{-1}$ and $-31.01$ cm$^{-1}$ for $\nu_E=2035$ cm$^{-1}$.

## (g) Relation to the real molecule

**Question.** Estimate how far the main neglected effects change the result, and state its standing for real chromium hexacarbonyl.

**Answer.** The parent wavenumbers are rough typical values for this compound, and they reproduce its level order, with $T_{1u}$ lowest. The real molecule breaks the assumption that CO stretching is separate from metal–carbon motion. To size this, metal–carbon springs of 200 N/m, a rough value, and a movable chromium atom were included. The CO force constants were refitted to keep the same three parent wavenumbers. The first-order shift, estimated from the slope at one thousandth of the mass change, became $-23.4$ cm$^{-1}$ and the full shift $-34.84$ cm$^{-1}$. Adding an interaction constant of 70 N/m between the CO and metal–carbon stretches of the same ligand changed these to $-22.6$ and $-33.38$ cm$^{-1}$. For these parameters the full shift is therefore about 1 to 2.4 cm$^{-1}$ larger in magnitude than in the simple model.

Anharmonicity acts the other way in the case examined. For an isolated CO group described by a Morse potential, with a fundamental at 2000 cm$^{-1}$ and a rough anharmonicity constant of 12 cm$^{-1}$, the isotope shift is $-44.06$ cm$^{-1}$ instead of $-44.58$ cm$^{-1}$. The change of 0.52 cm$^{-1}$ indicates the scale of the effect, but it is not a correction for the coupled mode, whose anharmonicity was not calculated.

An error of 10 cm$^{-1}$ in the $E_g$ position would change the full shift by 1.5 to 2 cm$^{-1}$, as the values in part (f) show, which is comparable with the metal–carbon effect. Bending, solvent shifts and anharmonic coupling between ligands have not been sized. The model thus supports a first-order lowering of about 22 to 23 cm$^{-1}$ and a full lowering of roughly 31 to 35 cm$^{-1}$ over the cases calculated here for the real level order. In these cases the $E_g$ position and the metal–carbon terms were varied separately. Taken together, $E_g$ at 2015 cm$^{-1}$ and metal–carbon springs of 200 N/m without the interaction constant give a lowering of about 37 cm$^{-1}$. These are model estimates, not a measured band position. The numerical output lists the values to more digits than the rough input data justify for the real molecule.

## Numbers as computed

```
Masses 12C, 13C, 16O, 52Cr: 12.0, 13.00335, 15.99491, 51.9405 u
Reduced masses 12CO, 13CO: 6.85621, 7.17241 u
epsilon: 0.044086 (no unit)
Rough parent T1u, Eg, A1g: [2000. 2025. 2120.] cm^-1
k, k_cis, k_trans: [1662.66   26.51   46.84] N/m
Squared amplitudes T1u, Eg, A1g: [0.5     0.33333 0.16667]
Matrix H, order T1u, Eg, A1g (cm^-2):
      3911828.2     -72891.9     -53960.4
       -72891.9    4040365.1     -44609.2
       -53960.4     -44609.2    4461376.7
First-order shift: -22.04 cm^-1
First-order position: 1977.96 cm^-1
Shift from diagonal element alone: -22.17 cm^-1
Second-order mixing with Eg: -13.20 cm^-1
Second-order mixing with A1g: -1.47 cm^-1
Second-order square-root term: -0.12 cm^-1
Shift through second order: -36.84 cm^-1
Second-order coefficient, numeric/formula: 0.9999
Exact shift with Eg only: -30.50 cm^-1
Exact shift with A1g only: -23.49 cm^-1
Exact shift with Eg and A1g: -32.47 cm^-1
Extra lowering by mixing: -10.31 cm^-1
All six labelled wavenumbers: [1967.53 2000.   2000.   2018.03 2025.   2114.23] cm^-1
Lowered mode, energy shares T1u, Eg, A1g: [0.812 0.175 0.013]
Control parents T1u, Eg, A1g: [2000. 1960. 1950.] cm^-1
Control shift of T1u component: -12.87 cm^-1
Exact shift if Eg is at 2015 cm^-1: -34.48 cm^-1
Exact shift if Eg is at 2035 cm^-1: -31.01 cm^-1
Rough metal-carbon force constant: 200 N/m
MC-CO interaction 0 N/m: first-order -23.44, full -34.84 cm^-1
MC-CO interaction 70 N/m: first-order -22.60, full -33.38 cm^-1
Rough Morse anharmonicity: 12 cm^-1
Isolated CO shift, harmonic: -44.58 cm^-1
Isolated CO shift, Morse: -44.06 cm^-1
Anharmonic change of isolated shift: 0.52 cm^-1
```
